# Bond counting for the work of separation of ideal Si(111): verification in Python

```python
"""Unrelaxed work of separation of ideal Si(111) by bond counting.

Result under test: W = n * E_b with n = 4 / (sqrt(3) a^2), where
  a    cubic lattice parameter, E_b  energy per Si-Si bond,
  n    surface atoms per area = cut bonds per area (wide-gap cut),
  W    energy per joint area; the two new faces share it equally.
Bonds are counted in an explicit diamond lattice (lengths in units of a).
PBE calculations gauge how far one cut bond departs from the average bond.
"""
import numpy as np
from scipy.constants import e, k, physical_constants
from scipy.spatial import cKDTree
from pyscf import gto, dft

a_nm = 0.543            # rounded lattice parameter of silicon
bond_eV = 2.3           # rounded average bond energy
temperature = 300.0     # K
wafer_diameter = 0.200  # m
hydrophilic_W = 0.1     # J/m2, rough room-temperature wafer joint
hartree_eV = physical_constants["Hartree energy in eV"][0]

# ---------- explicit diamond lattice ----------
cells = np.array([(i, j, m) for i in range(-4, 5)
                  for j in range(-4, 5) for m in range(-4, 5)], float)
fcc = np.array([(0, 0, 0), (0, .5, .5), (.5, 0, .5), (.5, .5, 0)])
basis = np.vstack([fcc, fcc + 0.25])
atoms = (cells[:, None, :] + basis[None, :, :]).reshape(-1, 3)
tree = cKDTree(atoms)
bond_cutoff = 0.5       # between first and second neighbour distances


def column(u, v, normal):
    """Atoms above one surface cell: heights, neighbour heights, cell area."""
    u, v = np.array(u, float), np.array(v, float)
    unit = np.array(normal, float) / np.linalg.norm(normal)
    shifted = atoms + np.array([0.0123, 0.0071, 0.0037])
    frac = shifted @ np.linalg.inv(np.array([u, v, unit]))
    height = atoms @ unit
    inside = ((frac[:, 0] >= 0) & (frac[:, 0] < 1) & (frac[:, 1] >= 0)
              & (frac[:, 1] < 1) & (np.abs(height) < 2.5))
    chosen = np.flatnonzero(inside)
    near = []
    for i in chosen:
        found = [j for j in tree.query_ball_point(atoms[i], bond_cutoff)
                 if j != i]
        assert len(found) == 4
        near.append(height[found])
    return height[chosen], np.array(near), np.linalg.norm(np.cross(u, v))


def count_cut(low, near, plane):
    """Bonds crossing a plane, each counted from its lower atom."""
    return int(np.sum((low[:, None] < plane) & (near > plane)))


faces = {
    "111": ((.5, -.5, 0), (0, .5, -.5), (1, 1, 1)),
    "110": ((0, 0, 1), (.5, -.5, 0), (1, 1, 0)),
    "100": ((0, .5, .5), (0, .5, -.5), (1, 0, 0)),
}
planes = np.linspace(0, 1, 501) + 0.00137
least = {}
for name, vectors in faces.items():
    low, near, area = column(*vectors)
    counts = np.array([count_cut(low, near, s) for s in planes])
    least[name] = counts.min() / area
    if name == "111":
        low111, near111, area111, counts111 = low, near, area, counts

# ---------- tests of the geometry ----------
formula = {"111": 4 / np.sqrt(3), "110": 2 * np.sqrt(2), "100": 4.0}
for name in faces:
    assert abs(least[name] - formula[name]) < 1e-10
assert least["111"] < least["110"] < least["100"]
assert set(counts111) == {1, 3}
wide_plane = planes[np.argmin(counts111)]
cut_here = (low111[:, None] < wide_plane) & (near111 > wide_plane)
surface_atoms = int(np.sum(cut_here.any(axis=1)))
assert surface_atoms == 1 and cut_here.sum() == 1
layers = np.unique(np.round(low111, 9))
gaps = np.diff(layers)
assert abs(gaps.max() - np.sqrt(3) / 4) < 1e-8
assert abs(gaps.min() - np.sqrt(3) / 12) < 1e-8

# ---------- work of separation, two roads ----------
density = 4 / (np.sqrt(3) * (a_nm * 1e-9)**2)
W = density * bond_eV * e
period = 1 / np.sqrt(3)
bottom, top = wide_plane - 2 * period, wide_plane + 2 * period
in_slab = (low111 > bottom) & (low111 < top)
kept = np.sum((near111[in_slab] > bottom) & (near111[in_slab] < top))
missing_bonds = (4 * in_slab.sum() - kept) / 2
W_slab = missing_bonds * bond_eV * e / (area111 * (a_nm * 1e-9)**2)
assert abs(W_slab / W - 1) < 1e-10
assert abs(W - 2.9) < 0.05

# ---------- PBE gauge of a single bond ----------


def pbe_energy(geometry, spin):
    """Total PBE/def2-SVP energy in eV; spin = number of unpaired electrons."""
    mol = gto.M(atom=geometry, basis="def2-svp", spin=spin, verbose=0)
    mf = dft.RKS(mol) if spin == 0 else dft.UKS(mol)
    mf.xc = "pbe"
    mf.grids.level = 2
    mf.conv_tol = 1e-8
    mf.max_cycle = 80
    mf.kernel()
    if not mf.converged:
        orbitals, occupation = mf.mo_coeff, mf.mo_occ
        mf = mf.newton()
        mf.kernel(orbitals, occupation)
    assert mf.converged
    return mf.e_tot * hartree_eV


bond_A = 10 * a_nm * np.sqrt(3) / 4
SiH_A = 1.48


def silyl(z, direction, twist, prefix=""):
    """Tetrahedral SiH3 group with its hydrogens pointing along direction."""
    group = [(prefix + "Si", (0.0, 0.0, z))]
    radius = SiH_A * np.sqrt(8) / 3
    for m in range(3):
        angle = twist + 2 * np.pi * m / 3
        group.append((prefix + "H", (radius * np.cos(angle),
                                     radius * np.sin(angle),
                                     z + direction * SiH_A / 3)))
    return group


left = silyl(0.0, -1, 0.0)
right = silyl(bond_A, 1, np.pi / 3)
ghost = silyl(bond_A, 1, np.pi / 3, "ghost-")
single_bond = 2 * pbe_energy(left + ghost, 1) - pbe_energy(left + right, 0)
silicon = [("Si", (0.0, 0.0, 0.0))]
promotion = pbe_energy(silicon, 4) - pbe_energy(silicon, 2)
promoted_bond = bond_eV + promotion / 2   # two bonds per atom
assert promotion > 0
assert bond_eV < single_bond < promoted_bond

# ---------- other neglected effects ----------
dangling_7x7 = 12 + 6 + 1    # adatoms, rest atoms, corner hole
W_floor = W * dangling_7x7 / 49
thermal = density * 2 * k * temperature
wafer_energy = W * np.pi * wafer_diameter**2 / 4

print(f"lattice parameter (input): {a_nm:.3f} nm")
print(f"average bond energy (input): {bond_eV:.2f} eV")
print(f"cohesive energy implied, two bonds per atom: {2*bond_eV:.2f} eV")
print(f"bond length: {bond_A/10:.4f} nm")
print(f"wide (111) layer gap: {gaps.max()*a_nm:.4f} nm")
print(f"narrow (111) layer gap: {gaps.min()*a_nm:.4f} nm")
print(f"area of surface cell: {area111*a_nm**2:.5f} nm2")
print(f"surface atom density: {density*1e-18:.3f} per nm2")
print(f"surface atom density: {density*1e-4:.3e} per cm2")
print(f"cut bonds per cell, wide gap: {counts111.min()}")
print(f"cut bonds per cell, narrow gap: {counts111.max()}")
print(f"energy of one bond: {bond_eV*e:.4e} J")
print(f"work of separation W(111): {W:.3f} J/m2")
print(f"work of separation W(111): {W/e*1e-18:.2f} eV/nm2")
print(f"W from slab with missing half-bonds: {W_slab:.3f} J/m2")
print(f"surface energy of each face: {W/2:.3f} J/m2")
print(f"W for narrow-gap cut: {counts111.max()*W:.2f} J/m2")
for name in ("110", "100"):
    value = least[name] / (a_nm * 1e-9)**2 * bond_eV * e
    print(f"work of separation W({name}): {value:.3f} J/m2")
print(f"change of W per 0.1 eV in bond energy: {density*0.1*e:.3f} J/m2")
print(f"wafer diameter (input): {wafer_diameter*1e3:.0f} mm")
print(f"energy to separate whole wafer: {wafer_energy:.4f} J")
print(f"Si-H length in disilane (input): {SiH_A/10:.3f} nm")
print(f"PBE frozen-fragment Si-Si bond, disilane: {single_bond:.2f} eV")
print(f"PBE promotion energy of Si atom: {promotion:.2f} eV")
print(f"bond energy from promoted atoms: {promoted_bond:.2f} eV")
print(f"W if disilane bond value is used: {density*single_bond*e:.2f} J/m2")
print(f"dangling bonds in 7x7 cell: {dangling_7x7} of 49")
print(f"strain-free 7x7 floor of W: {W_floor:.2f} J/m2")
print(f"temperature (input): {temperature:.0f} K")
print(f"thermal scale, kT per surface atom: {thermal:.3f} J/m2")
print(f"rough hydrophilic joint (input): {hydrophilic_W:.1f} J/m2")
print(f"rough hydrophilic joint / W: {100*hydrophilic_W/W:.1f} percent")
print("tests ok")
```

It prints:

```
lattice parameter (input): 0.543 nm
average bond energy (input): 2.30 eV
cohesive energy implied, two bonds per atom: 4.60 eV
bond length: 0.2351 nm
wide (111) layer gap: 0.2351 nm
narrow (111) layer gap: 0.0784 nm
area of surface cell: 0.12767 nm2
surface atom density: 7.832 per nm2
surface atom density: 7.832e+14 per cm2
cut bonds per cell, wide gap: 1
cut bonds per cell, narrow gap: 3
energy of one bond: 3.6850e-19 J
work of separation W(111): 2.886 J/m2
work of separation W(111): 18.01 eV/nm2
W from slab with missing half-bonds: 2.886 J/m2
surface energy of each face: 1.443 J/m2
W for narrow-gap cut: 8.66 J/m2
work of separation W(110): 3.535 J/m2
work of separation W(100): 4.999 J/m2
change of W per 0.1 eV in bond energy: 0.125 J/m2
wafer diameter (input): 200 mm
energy to separate whole wafer: 0.0907 J
Si-H length in disilane (input): 0.148 nm
PBE frozen-fragment Si-Si bond, disilane: 3.24 eV
PBE promotion energy of Si atom: 4.14 eV
bond energy from promoted atoms: 4.37 eV
W if disilane bond value is used: 4.07 J/m2
dangling bonds in 7x7 cell: 19 of 49
strain-free 7x7 floor of W: 1.12 J/m2
temperature (input): 300 K
thermal scale, kT per surface atom: 0.065 J/m2
rough hydrophilic joint (input): 0.1 J/m2
rough hydrophilic joint / W: 3.5 percent
tests ok
```
